# Spin Degeneracy and the Fermi Energy of a Half-Filled Donor, part 1

(Sections cited here and not found follow in the second part.)

## 1. From formation energies to the half-filling condition

A donor whose level lies 14.0 meV below the conduction-band edge is half neutral and half ionized, at 10 K, when the Fermi energy lies 14.6 meV below the edge. If the Fermi energy is raised to the level itself, two thirds of the donors are neutral, although the neutral and the ionized donor then cost the same energy to form. The missing 0.6 meV is $k_BT\ln2$. It comes from the two spin states of the electron on a neutral donor, and it appears as soon as states are counted, where comparing energies alone would miss it.

### The donor level as a crossing of energies

Consider a donor with one bound orbital. The ionized donor, D$^+$, has no electron in this orbital. The neutral donor, D$^0$, has one. A third charge state with two electrons, D$^-$, is set aside until the second half. The donors are independent of one another, there is no magnetic field, and the orbital has no low-lying excited partner. The last two restrictions will be lifted.

All electron energies are measured from the conduction-band edge, so a bound level has a negative energy. The Fermi energy $E_F$ is the chemical potential of the electrons at the temperature of interest.

The formation energy of a donor in charge state $q$ is the energy of the crystal with the donor, minus that of the perfect crystal, minus the cost of the exchanged atoms taken from their reservoirs, plus $qE_F$. The last term enters because a donor of charge $+1$ has given one electron to a reservoir of energy $E_F$. Collect everything in the formation energy of D$^+$ that does not depend on $E_F$ into a constant $A$:

$$
E_f(+)=A+E_F. \tag{1}
$$

The neutral donor has exchanged no electron, so its formation energy is a constant. The donor level $E_d$ is defined as the value of $E_F$ at which the two formation energies are equal. Setting $E_F=E_d$ in (1) therefore gives that constant:

$$
E_f(0)=A+E_d. \tag{2}
$$

The constant $A$ contains the same atomic exchange in both lines. Hence $E_d$ is the energy of D$^0$ minus the energy of D$^+$, which is the energy needed to place one electron on an ionized donor. For $E_F>E_d$ the neutral donor is cheaper, and for $E_F<E_d$ the ionized donor is cheaper.

This definition uses energies and contains no entropy. A spin-polarized total-energy calculation of D$^0$ gives the energy of one orientation of the unpaired electron. The opposite orientation has the same energy by time-reversal symmetry, and that second state has to be put into the statistics separately. If a quoted level has been defined instead as a difference of free energies that already includes the spin, the correction derived below is already inside it and must not be added again.

### Counting states on a lattice site

Let the crystal have $N_s$ sites on which the donor could sit. Each site is in one of four states: it holds a host atom, it holds D$^+$, it holds D$^0$ with spin up, or it holds D$^0$ with spin down. In equilibrium with reservoirs of atoms and electrons, the probability of each microscopic state is proportional to the Boltzmann factor of its formation energy. The host atom is the reference, with energy zero and weight one. The sum of weights for one site is

$$
\xi=1+e^{-E_f(+)/k_BT}+2e^{-E_f(0)/k_BT}. \tag{3}
$$

The factor 2 is there because two microscopic states share the energy $E_f(0)$. The D$^+$ term has the factor 1 because its donor orbital is empty and carries no spin.

The probability of a charge state is its weight divided by $\xi$. Multiplication by the number of sites gives the mean numbers of ionized and neutral donors:

$$
N_+=\frac{N_s}{\xi}e^{-E_f(+)/k_BT},\qquad
N_0=\frac{2N_s}{\xi}e^{-E_f(0)/k_BT}. \tag{4}
$$

When donors are rare, $\xi$ is close to one and (4) becomes the usual dilute formula, in which a concentration is the site density times a degeneracy times a Boltzmann factor. The ratio does not need this approximation, since $N_s/\xi$ cancels:

$$
\frac{N_0}{N_+}
=2\exp\!\left[\frac{E_f(+)-E_f(0)}{k_BT}\right]. \tag{5}
$$

Subtracting (2) from (1) gives $E_f(+)-E_f(0)=E_F-E_d$, because $A$ cancels. With the abbreviation

$$
x=\exp\!\left[\frac{E_F-E_d}{k_BT}\right], \tag{6}
$$

the ratio becomes

$$
\frac{N_0}{N_+}=2x. \tag{7}
$$

The cancellation of $A$ has a practical meaning. In many semiconductors the donors are introduced at high temperature and are frozen in place when the crystal is used. Their total number is then not the equilibrium number given by (4). The electrons can still equilibrate among the donors and the band. A donor that is certain to be present has the relative weights 1 for D$^+$ and $2x$ for D$^0$, so (7) remains valid. It requires equilibrium of the electrons, and does not require equilibrium of the atoms.

### The neutral fraction and the shift

The fraction of donors that are neutral is

$$
f_0=\frac{N_0}{N_0+N_+}
=\frac{1}{1+N_+/N_0}, \tag{8}
$$

where numerator and denominator have been divided by $N_0$. By (7), $N_+/N_0=1/(2x)$, and therefore

$$
f_0=\frac{1}{1+\tfrac12\exp[(E_d-E_F)/k_BT]}. \tag{9}
$$

Half filling means $N_0=N_+$. By (7) this requires $2x=1$, or $x=\tfrac12$. Taking the logarithm of (6) gives

$$
\frac{E_F-E_d}{k_BT}=\ln\tfrac12=-\ln2, \tag{10}
$$

and hence

$$
E_F=E_d-k_BT\ln2\qquad(N_0=N_+). \tag{11}
$$

The sign can be read from the weights. With two states available to the neutral donor, it wins when the energies are equal. To restore a balance, each neutral state must be made half as likely as the ionized state. That requires a lower electron chemical potential.

At 10 K, $k_BT=0.8617$ meV, so $k_BT\ln2=0.8617\times0.6931=0.597$ meV. With $E_d=-14.0$ meV, (11) gives $E_F=-14.0-0.597=-14.597$ meV. At $E_F=E_d$, on the other hand, $x=1$ and the ratio (7) is 2 to 1, so $f_0=2/3$.

The factor one half in (9) can be absorbed into the exponent by writing $\tfrac12=e^{-\ln2}$:

$$
f_0=\frac{1}{1+\exp[(E_d-k_BT\ln2-E_F)/k_BT]}. \tag{12}
$$

This has the form of a Fermi function whose level is $E_d-k_BT\ln2$. The whole occupation curve is displaced by the same energy, with no change of shape. If the spin factor were dropped, the predicted neutral fraction at the Fermi energy (11) would be $1/(1+e^{\ln2})=1/3$, where the correct fraction is $1/2$.

The limits of (9) show where the factor matters. Far below the level, $x$ is small and $f_0\simeq2x$: the few neutral donors are twice as numerous as a count without spin would give. Far above the level, the ionized fraction is $1-f_0=1/(1+2x)\simeq1/(2x)$, half of what it would be without spin. As the temperature goes to zero the displacement vanishes in proportion to $T$, and the occupation becomes a step at $E_d$. The factor of two in the ratio (7) has no such temperature dependence.

### The same result at fixed electron number

The shift can also be found without a reservoir. Take $N$ donors and place $N_0$ electrons on them, at most one on each. The number of arrangements is the number of ways to choose the neutral donors, multiplied by two spin choices for each of them:

$$
W=\frac{N!}{N_0!\,N_+!}\,2^{N_0},\qquad N_+=N-N_0. \tag{13}
$$

All arrangements have the energy $N_0E_d$, relative to the state with every donor ionized. The free energy is therefore

$$
F=N_0E_d-k_BT\ln W. \tag{14}
$$

For large numbers, $\ln n!\simeq n\ln n-n$. The linear terms in $\ln W$ are $-N+N_0+N_+=0$, which leaves

$$
\ln W=N\ln N-N_0\ln N_0-N_+\ln N_++N_0\ln2. \tag{15}
$$

Differentiate with respect to $N_0$ at fixed $N$, using $dN_+/dN_0=-1$. The second term gives $-\ln N_0-1$, the third gives $+\ln N_++1$, and the last gives $\ln2$. The constants cancel:

$$
\frac{d\ln W}{dN_0}=\ln\frac{N_+}{N_0}+\ln2. \tag{16}
$$

The chemical potential is the change of free energy per added electron, so (14) and (16) give

$$
E_F=\frac{dF}{dN_0}
=E_d+k_BT\ln\frac{N_0}{N_+}-k_BT\ln2. \tag{17}
$$

This is (7) solved for $E_F$. It separates two entropies. The first logarithm comes from the choice of which donors are neutral. At half filling it is zero, because the number of such choices is then at its maximum and does not change to first order when an electron is added. The second comes from the spin of the added electron. That electron brings an entropy $k_B\ln2$, so its free-energy cost is lower than its energy $E_d$ by $k_BT\ln2$.

The argument does not depend on large numbers if the filling is placed symmetrically. Seven donors with three electrons have $35\times2^3=280$ arrangements, and with four electrons they have $35\times2^4=560$. The free energy rises by $E_d-k_BT\ln(560/280)=E_d-k_BT\ln2$ when the fourth electron is added. An enumeration of all the states of seven donors at 10 K gives $-14.597$ meV for this step, in agreement with (11).

If the donors are held at half filling while the temperature changes, (17) also gives the slope

$$
\left(\frac{dE_F}{dT}\right)_{N_0=N_+}=-k_B\ln2, \tag{18}
$$

provided that $E_d$ itself does not change with temperature. Its value is $-0.0597$ meV/K. The slope measures the entropy carried by the added electron.

### Removing the degeneracy

If spin degeneracy is the cause of the shift, lifting the degeneracy should remove it. A magnetic field that acts on the spin alone splits the level into $E_d-D/2$ and $E_d+D/2$, where $D$ is the Zeeman splitting. The weight of D$^0$ relative to D$^+$ is no longer $2x$, but the sum of two different Boltzmann factors:

$$
\frac{N_0}{N_+}=x\left(e^{D/2k_BT}+e^{-D/2k_BT}\right). \tag{19}
$$

Let $E_-=E_d-D/2$ be the lower spin level. Taking the larger exponential out of the bracket and inserting (6) gives

$$
\frac{N_0}{N_+}
=e^{(E_F-E_-)/k_BT}\left(1+e^{-D/k_BT}\right), \tag{20}
$$

because $E_F-E_d+D/2=E_F-E_-$. Setting the ratio equal to one and taking the logarithm yields

$$
E_F=E_--k_BT\ln\!\left(1+e^{-D/k_BT}\right). \tag{21}
$$

For $D=0$ the bracket is 2 and (11) returns. For $D=k_BT$ the shift below the lower level has fallen from $0.693\,k_BT$ to $0.313\,k_BT$, and for $D=5k_BT$ it is $0.007\,k_BT$. These values were also found by diagonalizing the donor Hamiltonian with the field included and searching for the Fermi energy at which $N_0=N_+$. When only one spin state is thermally accessible, half filling occurs at the energy of that state. The reference level matters in this statement: $E_-$ itself moves down with the field, so the distance from the field-free level $E_d$ does not go to zero. For a shallow donor in germanium this is a thought experiment. At 10 K, a splitting of $k_BT$ needs a field of about 9 T, which also acts on the orbital motion and raises the conduction-band edge by more than the spin splitting.

## 2. Double occupation, extra orbitals and compensated germanium

The symbols carried over are these. $E_d$ is the energy needed to add one electron to D$^+$, $E_F$ is the electron chemical potential, and $x=\exp[(E_F-E_d)/k_BT]$. The numbers of neutral and ionized donors obey $N_0/N_+=2x$ by (7). Equal numbers therefore occur at $x=\tfrac12$, which is $E_F=E_d-k_BT\ln2$ by (11). At other fillings, (17) adds the mixing term $k_BT\ln(N_0/N_+)$. Energies are measured from the conduction-band edge.

### What half-filled means when two electrons can bind

Let the orbital accept a second electron, of opposite spin, at an additional repulsion energy $U$. The energy of D$^-$ relative to D$^+$ is $2E_d+U$. There is one such state, since the two spins are paired. With $u=e^{-U/k_BT}$, the weights of D$^+$, D$^0$ and D$^-$ are $1$, $2x$ and $ux^2$.

The ratio of the first two weights is still $2x$. The condition $N_0=N_+$ therefore gives (11) for any $U$, even when some donors are in the third charge state. A different condition is that the donors hold half an electron each on average. The mean number of electrons per donor is the weighted sum of 0, 1 and 2, divided by the sum of weights:

$$
\bar n=\frac{2x+2ux^2}{1+2x+ux^2}. \tag{22}
$$

Setting $\bar n=\tfrac12$ and multiplying by twice the denominator gives $4x+4ux^2=1+2x+ux^2$, or

$$
3ux^2+2x=1. \tag{23}
$$

The positive root of this quadratic is

$$
x=\frac{-1+\sqrt{1+3u}}{3u}=\frac{1}{1+\sqrt{1+3u}}, \tag{24}
$$

where the second form follows on multiplying numerator and denominator by $1+\sqrt{1+3u}$, which turns the numerator into $3u$. Since $E_d-E_F=-k_BT\ln x$, the shift is

$$
E_d-E_F=k_BT\ln\!\left(1+\sqrt{1+3u}\right)
\qquad(\bar n=\tfrac12). \tag{25}
$$

Without repulsion, $u=1$ and the shift is $k_BT\ln3$. This is the result for two independent spin orbitals, each filled with probability one quarter: a Fermi function equals $1/4$ when its exponential equals 3. For $U=2k_BT$ the shift is $0.782\,k_BT$. For strong repulsion $u$ tends to zero and the shift tends to $k_BT\ln2$. The two meanings of half filling agree when double occupation is suppressed. In the germanium example below, $U$ is taken as 13 meV, which is about $15k_BT$ at 10 K, and the distinction has no practical effect there.

For a donor with one orbital and no magnetic field, neutral and ionized donors are equally numerous when the Fermi energy lies $k_BT\ln2$ below the donor level, whatever the repulsion between two bound electrons. It remains to include the extra valley orbitals of a donor in germanium, to see how compensation holds the donors near half filling, and to estimate the effects that the single-donor model leaves out.
